\section*{Film thickness from X-ray reflectivity fringes, with the refraction correction}

\section*{Question}

I have an aluminium film on a polished sapphire substrate and an X-ray reflectivity scan taken with copper K-alpha radiation, wavelength about $0.154$ nm. The scan shows regular fringes. I plotted it against ``wavevector transfer'' and measured ten fringes, from a maximum at $1.50\ \mathrm{nm^{-1}}$ to a maximum at $2.76\ \mathrm{nm^{-1}}$, so the mean spacing is $0.126\ \mathrm{nm^{-1}}$. On the instrument's own axis these two maxima are at $2\theta=2.11^\circ$ and $3.88^\circ$.

I took the thickness to be one over the spacing and got 8 nm. The deposition time suggests a film several times thicker. What is the thickness, and how far can I trust it? Does it matter which fringes I use? I also need the film stress: the wafer curvature gave a force per width of 10 N/m, which I have to divide by the thickness. The film has been in air, so it probably carries a few nanometres of oxide.

\section*{Answer}

\subsection*{The fringe condition}

Let $\theta$ be the grazing angle, measured from the surface, so that the detector stands at $2\theta$. Ignore refraction for the moment. One beam reflects from the top face of the film, the other from the bottom face at depth $d$. The lower beam travels $2d/\sin\theta$ inside the film and emerges a distance $2d\cot\theta$ further along the surface. Up to the common wavefront, the upper beam meanwhile travels $2d\cot\theta\cos\theta$. The path difference is
\begin{equation}
\frac{2d}{\sin\theta}-\frac{2d\cos^2\theta}{\sin\theta}
=\frac{2d(1-\cos^2\theta)}{\sin\theta}=2d\sin\theta .
\end{equation}
Multiplying by $2\pi/\lambda$ turns this into a phase:
\begin{equation}
\frac{2\pi}{\lambda}\,2d\sin\theta=qd,\qquad q=\frac{4\pi}{\lambda}\sin\theta .
\end{equation}
From one maximum to the next the phase grows by $2\pi$, so $d\,\Delta q=2\pi$ and
\begin{equation}
d=\frac{2\pi}{\Delta q}=\frac{6.283}{0.126\ \mathrm{nm^{-1}}}=49.9\ \mathrm{nm}.
\label{simple}
\end{equation}

Your rule $d=1/\Delta s$ belongs to a different axis, $s=2\sin\theta/\lambda=q/2\pi$. Your angles show which axis you have. At $2\theta=2.11^\circ$,
\begin{equation}
\frac{4\pi}{0.154\ \mathrm{nm}}\sin(1.055^\circ)=1.50\ \mathrm{nm^{-1}},
\end{equation}
which is the value you plotted. Your axis is therefore $q$, the factor $2\pi$ is needed, and the film is about 50 nm thick.

If $0.126$ is correct to its last digit, the true spacing lies between $0.1255$ and $0.1265\ \mathrm{nm^{-1}}$, and equation (\ref{simple}) gives between 50.1 and 49.7 nm. Your two maxima, however, are read only to $0.01\ \mathrm{nm^{-1}}$. If each is off by up to $0.005\ \mathrm{nm^{-1}}$, the mean spacing is uncertain by $0.001\ \mathrm{nm^{-1}}$ and the thickness by 0.4 nm. Refraction shifts the result by more than this.

\subsection*{Refraction in the film}

At X-ray frequencies well above the binding frequencies, electrons respond almost as if free. A field $E$ of angular frequency $\omega$ displaces an electron by $x=eE/(m\omega^2)$, because $-m\omega^2x=-eE$. With $\rho$ electrons per volume, the polarization is $-\rho ex$, and
\begin{equation}
n^2=1-\frac{\rho e^2}{\varepsilon_0m\omega^2}
=1-\frac{r_e\rho\lambda^2}{\pi},\qquad
r_e=\frac{e^2}{4\pi\varepsilon_0mc^2},
\end{equation}
where $c/\omega=\lambda/2\pi$ was used. The index is slightly below one.

The wavevector component along the surface, $k\cos\theta$ with $k=2\pi/\lambda$, is the same in air and film. The normal component $k_1$ in the film therefore obeys
\begin{equation}
k_1^2=n^2k^2-k^2\cos^2\theta=k^2\sin^2\theta-(1-n^2)k^2 .
\end{equation}
Define $q_1=2k_1$, just as $q=2k\sin\theta$ in air. Multiplying by four gives
\begin{equation}
q_1^2=q^2-q_c^2,\qquad
q_c^2=4\,\frac{4\pi^2}{\lambda^2}\,\frac{r_e\rho\lambda^2}{\pi}=16\pi r_e\rho .
\label{inside}
\end{equation}
Below $q_c$ no travelling wave exists in the film; this is the film's critical edge. On a denser substrate the sample keeps reflecting totally, apart from absorption dips, up to the substrate's own edge, about $0.41\ \mathrm{nm^{-1}}$ for sapphire.

Aluminium has four atoms of 13 electrons in a cubic cell of edge roughly $0.405$ nm, so $\rho=52/(0.405\ \mathrm{nm})^3=783\ \mathrm{nm^{-3}}$. With $r_e=2.818\times10^{-6}$ nm, $q_c^2=0.1109\ \mathrm{nm^{-2}}$ and $q_c=0.333\ \mathrm{nm^{-1}}$.

\subsection*{Where the maxima lie}

Take the electric field parallel to the surface. (The other polarization changes the reflection strengths below, but not the phase $q_1d$.) The field and its slope are continuous at each face. At the top face, with reflected amplitude $a$ and transmitted amplitude $t$, this means $1+a=t$ and $q(1-a)=q_1t$. Eliminating $t$, and treating the bottom face in the same way, gives
\begin{equation}
a=\frac{q-q_1}{q+q_1},\qquad b=\frac{q_1-q_2}{q_1+q_2},
\end{equation}
where $q_2$ is the value in the substrate. A round trip through the film adds the phase $2k_1d=q_1d\equiv\varphi$. Seen from inside, the top face reflects with amplitude $-a$, and crossing it inward and outward gives the factor $(1+a)(1-a)=1-a^2$. Summing all round trips as a geometric series,
\begin{align}
r&=a+\frac{(1-a^2)\,b\,e^{i\varphi}}{1+ab\,e^{i\varphi}}
=\frac{a+a^2be^{i\varphi}+be^{i\varphi}-a^2be^{i\varphi}}{1+ab\,e^{i\varphi}}
\nonumber\\
&=\frac{a+b\,e^{i\varphi}}{1+ab\,e^{i\varphi}} .
\end{align}
Without absorption and above both critical edges, $a$ and $b$ are real. With $u=2ab\cos\varphi$,
\begin{equation}
|r|^2=\frac{a^2+b^2+u}{1+a^2b^2+u},\qquad
\frac{d|r|^2}{du}=\frac{(1-a^2)(1-b^2)}{(1+a^2b^2+u)^2}>0 .
\end{equation}
The electron density rises from air to aluminium to sapphire, so $q>q_1>q_2$ and $ab>0$. At fixed $a$ and $b$ the maxima are then at $\cos\varphi=1$, that is, at $q_1d=2\pi m$ with integer $m$.

In a real scan $a$ and $b$ fall slowly with $q$, which displaces the maxima a little. Since $q^2-q_1^2=q_c^2$, one has $a=q_c^2/(q+q_1)^2\approx q_c^2/4q^2$ far above the edge, and $b$ falls in the same way. The reflectivity drops as $q^{-4}$, so it is best to read the maxima from $q^4|r|^2$, where most of the slope is gone.

\subsection*{The corrected thickness}

Between maxima at $q_a$ and $q_b$, $N$ fringes apart, $q_1d$ grows by $2\pi N$. Equation (\ref{inside}) gives $q_{1a}=\sqrt{2.25-0.1109}=1.4626$ and $q_{1b}=\sqrt{7.6176-0.1109}=2.7398\ \mathrm{nm^{-1}}$, hence
\begin{equation}
d=\frac{2\pi N}{q_{1b}-q_{1a}}=\frac{62.83}{1.2772\ \mathrm{nm^{-1}}}=49.2\ \mathrm{nm}.
\label{corrected}
\end{equation}
The simple rule is too large by 0.7 nm, or 1.4\% of the corrected value. The size of this excess follows from $q_1\approx q-q_c^2/2q$ for $q\gg q_c$:
\begin{equation}
q_{1b}-q_{1a}\approx(q_b-q_a)\left(1+\frac{q_c^2}{2q_aq_b}\right).
\end{equation}
The second term is $0.1109/(2\times1.50\times2.76)=0.013$, close to the full result. It vanishes at large $q$, where $d=2\pi/\Delta q$ is recovered.

The positions of the maxima, not only their spacing, test the model. The condition $q_1d=2\pi m$ asks for an integer, but $1.4626\times49.19/2\pi=11.45$, and reading errors of $0.005\ \mathrm{nm^{-1}}$ only allow 11.3 to 11.6. A sharp 49.19 nm film has its maxima near 1.44 and $2.70\ \mathrm{nm^{-1}}$ and its minima near 1.51 and $2.77\ \mathrm{nm^{-1}}$, almost where you report maxima. Your fringes are thus offset by about half an order from the simple model. Equation (\ref{corrected}) survives this only if the offset is the same at both ends, as it nearly is for an error of about $0.08^\circ$ in the zero of $2\theta$, or if the points read were minima. An offset that changes with $q$, such as a rough oxide can produce (see below), changes the thickness read.

\subsection*{Which fringes to use}

For two neighbouring maxima, $q_c^2$ cancels from the difference of squares:
\begin{equation}
q_{m+1}^2-q_m^2=q_{1,m+1}^2-q_{1,m}^2 .
\end{equation}
Factor both sides, write $\bar q$ and $\bar q_1$ for the means over the pair, and use $q_{1,m+1}-q_{1,m}=2\pi/d$:
\begin{equation}
2\bar q\,\Delta q=2\bar q_1\frac{2\pi}{d}
\quad\Longrightarrow\quad
\frac{2\pi}{\Delta q}=d\,\frac{\bar q}{\bar q_1}>d .
\end{equation}
The fringes crowd together towards the edge, and the simple rule then overestimates the thickness more strongly.

I checked this by solving the wave equation through a 49.19 nm film with sharp faces, using a rough $1200\ \mathrm{nm^{-3}}$ for the electron density of sapphire, and locating the maxima of $q^4|r|^2$. Those between 1.45 and $2.85\ \mathrm{nm^{-1}}$ return 49.8 nm by the simple rule and 49.19 nm by equation (\ref{corrected}). A pair near the edge, at 0.608 and $0.719\ \mathrm{nm^{-1}}$, has spacing $0.1110\ \mathrm{nm^{-1}}$, against $0.1103$ from the pair formula. In this model the remaining 0.6\% comes from the slow variation of the signal's envelope, since the formula already contains the full phase. The simple rule would turn that pair into 56.6 nm. So use fringes far above the edge, or apply the correction.

\subsection*{Absorption, roughness and oxide}

I put each effect separately into the same calculation, keeping the total thickness at 49.19 nm.

\textbf{Absorption.} With a rough absorption length of $75\ \mu$m, the lower beam loses about 5\% of its intensity in the middle of your range. The thickness read from the fringes stays at 49.19 nm.

\textbf{Roughness.} Averaged along the surface, a rough face is a gradual density step. For weak reflection, $a\approx q_c^2/4q^2$ shows that each small density step at depth $z$ reflects in proportion to its height, and it does so with phase $qz$. Summed over all steps, the amplitude is proportional to $1/q^2$ times the Fourier transform of the density gradient. A Gaussian gradient of standard deviation $\sigma_r$ thus multiplies the amplitude by $e^{-q^2\sigma_r^2/2}$ and the intensity by $e^{-q^2\sigma_r^2}$. Being symmetric, it adds no phase. For $\sigma_r=0.5$ nm at both faces and $q=2\ \mathrm{nm^{-1}}$ the intensity factor is $e^{-1}=0.37$. The calculation also gives 0.37, and the thickness read is 49.21 nm. Roughness of this size, equal at both faces, weakens the signal but hardly moves the fringes. If one face is much rougher than the other, the two beams become very unequal; the fringes then lose contrast and their maxima are more easily displaced.

\textbf{Oxide.} I replaced the top 3 nm of metal by oxide of roughly $950$ electrons per $\mathrm{nm^3}$, leaving 46.2 nm of metal. The fringes then give 49.4 nm, close to the total and not to the metal alone. Weak reflection is proportional to the density step, which is 950 at the outer surface but $950-783=167$ at the oxide--metal face. With sharp faces the outer surface therefore dominates the upper beam. Unequal roughness can undo this. With 1 nm at the outer surface and 0.5 nm at the oxide--metal face, the amplitude factors at $q=2\ \mathrm{nm^{-1}}$ reduce the two steps to $950\,e^{-2}=129$ and $167\,e^{-0.5}=101$. They are then comparable and can nearly cancel, so that the phase of the upper beam changes quickly with $q$. The thickness read is then off by an amount that depends on the oxide thickness: with 0.5 nm at the substrate face, about 1 nm too high for 3 nm of oxide, 1.6 nm too low for 2 nm, and about 4 nm too low for 5 nm. Uneven fringe spacing, beyond the crowding due to refraction, is a warning of this.

\subsection*{The stress}

Curvature gives the force per width $F=\sigma d$, where $\sigma$ is the stress averaged over the thickness. Thus
\begin{equation}
\sigma=\frac{F}{d}=\frac{10\ \mathrm{N/m}}{49.2\times10^{-9}\ \mathrm{m}}=203\ \mathrm{MPa}.
\end{equation}
Since $d\sigma/\sigma=-\,dd/d$ at fixed $F$, a thickness that is 1.4\% too large makes the stress too small by nearly the same fraction: 49.87 nm would give 200.5 MPa. The oxide matters more. If it is 3 nm thick and carries no force, the metal's stress is $10/(46.2\times10^{-9})$ Pa, or about 216 MPa. That assumption needs its own justification, because reflectivity says nothing about how the force is shared.

\subsection*{How this compares with a real film}

An oxide of a few nanometres is realistic for aluminium kept in air. The 0.5 nm roughness is optimistic: polycrystalline aluminium films of this thickness can easily be rougher. With 1 nm at both faces, the estimate above gives an intensity factor of $e^{-4}\approx0.02$ at $q=2\ \mathrm{nm^{-1}}$, and the upper fringes may sink into the background. You would then have to use lower fringes, where the refraction correction is larger. The instrument must also resolve your mean fringe spacing of $0.177^\circ$ in $2\theta$. The model assumes uniform thickness under the beam; a spread in thickness blurs the fringes, and I have not sized that effect.

For your film I would quote a total thickness of 49 nm, of which about 46 nm is metal if the oxide is 3 nm thick. It is good to about 1 nm if the faces are no rougher than the 0.5 nm assumed above and the half-order offset of your maxima turns out to be an error in the angle zero or in the reading. With a correct angle scale, neither a sharp film nor a 3 nm oxide with 0.5 nm roughness places maxima at both 1.50 and $2.76\ \mathrm{nm^{-1}}$, while a 2 to 3 nm oxide with 1 nm outer roughness comes close at totals near 47.7 or 51.3 nm. Until the offset is explained, allow about 2 nm, check the angle zero, and fit the whole curve. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
INPUTS
fringe spacing                       0.126 1/nm
number of fringes                    10
first and last q                     1.50, 2.76 1/nm
wavelength (rough)                   0.154 nm
Al cell edge (rough)                 0.405 nm
substrate electron density (rough)   1200 1/nm^3
oxide electron density (rough)       950 1/nm^3
absorption length in Al (rough)      75000 nm
force per width (chosen)             10 N/m
THICKNESS
simple thickness 2 pi/dq             49.87 nm
range from rounding of dq            49.67 to 50.07 nm
if q lacked the 2 pi: 1/dq           7.94 nm
classical electron radius            2.8179e-06 nm
Al electron density                  783 1/nm^3
qc^2 of Al                           0.1109 1/nm^2
qc of Al                             0.333 1/nm
q1 at first and last fringe          1.4626, 2.7398 1/nm
refraction-corrected thickness       49.19 nm
excess of simple thickness           0.67 nm
relative excess                      1.4 %
2theta at first and last fringe      2.11, 3.88 deg
mean fringe spacing in 2theta        0.177 deg
COMPUTED REFLECTIVITY CURVE OF THE CORRECTED FILM
mean spacing of maxima               0.1261 1/nm
simple thickness from maxima         49.82 nm
corrected thickness from maxima      49.19 nm
pair near the edge, q                0.608, 0.719 1/nm
spacing of that pair                 0.1110 1/nm
spacing by the refraction rule       0.1103 1/nm
simple thickness from that pair      56.6 nm
NEGLECTED EFFECTS
absorption loss of lower beam        4.9 %
thickness read with absorption       49.19 nm
roughness assumed                    0.5 nm
reflectivity factor at q = 2 1/nm    0.37
thickness read with roughness        49.21 nm
oxide and metal thickness            3.0, 46.19 nm
thickness read with oxide            49.39 nm
STRESS
stress with simple thickness         200.5 MPa
stress with corrected thickness      203.3 MPa
stress if only the metal carries it  216.5 MPa
\end{verbatim}
